# Spurious Hartree-Fock charge order in the half-filled spinless t-V chain: test program

```python
"""
Half-filled spinless t-V chain:
  H = -t sum(c+_i c_{i+1} + h.c.) + V sum (n_i - 1/2)(n_{i+1} - 1/2)
Result under test: Hartree-Fock (HF) has staggered density order m > 0 for
every V > 0, while the exact chain has none for 0 < V <= 2t.
Symbols: m staggered density, p bond average <c+_i c_{i+1}>, T = t + V p,
Delta = 2 V m (HF band gap 2 Delta), r = Delta/(2T).
Spin language: Z = n - 1/2, X and Y the transverse spin-1/2 components.
All energies are in units of t (t = 1).
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh
from scipy.special import ellipe, ellipkm1

rng = np.random.default_rng(7)


# ---------- Hartree-Fock: closed formulas ----------
def chain_integrals(r):
    """I0 = int dk/sqrt(cos^2 k + r^2), I2 = same with cos^2 k on top."""
    s = np.sqrt(1 + r * r)
    i0 = ellipkm1(r * r / (1 + r * r)) / s
    i2 = s * ellipe(1 / (1 + r * r)) - r * r * i0
    return i0, i2


def family(r, V):
    """Order, bond average and energy per site of the determinant r."""
    i0, i2 = chain_integrals(r)
    m, p = r * i0 / np.pi, i2 / np.pi
    return m, p, -2 * p - V * (m * m + p * p)


def solve_hf(V):
    def mismatch(x):
        i0, i2 = chain_integrals(np.exp(x))
        return i0 - i2 - np.pi / V
    r = np.exp(brentq(mismatch, -80, 8, xtol=1e-13))
    m, p, e = family(r, V)
    return dict(r=r, m=m, p=p, e=e, T=1 + V * p, Delta=2 * V * m)


def uniform_energy(V):
    return -2 / np.pi - V / np.pi**2


# ---------- Hartree-Fock: direct self-consistency in real space ----------
def scf_ring(V, rho, max_iter=500):
    L = len(rho)
    i = np.arange(L)
    j = (i + 1) % L
    for _ in range(max_iter):
        dn = np.diag(rho).real - 0.5
        F = np.zeros_like(rho)
        F[i, i] = V * (np.roll(dn, 1) + np.roll(dn, -1))
        F[i, j] = -1 - V * rho[i, j]
        F[j, i] = np.conj(F[i, j])
        levels, orb = np.linalg.eigh(F)
        occ = orb[:, :L // 2]
        new = occ @ occ.conj().T
        change = np.abs(new - rho).max()
        rho = new
        if change < 1e-9:
            break
    dn = np.diag(rho).real - 0.5
    b = rho[i, j]
    e = np.mean(-2 * b.real + V * (dn * np.roll(dn, -1) - abs(b)**2))
    m = abs(np.mean((-1.0)**i * dn))
    return e, m, levels[L // 2] - levels[L // 2 - 1]


for r in (0.05, 0.7):
    i0, i2 = chain_integrals(r)
    q0 = quad(lambda k: 1 / np.sqrt(np.cos(k)**2 + r * r), 0, np.pi / 2)[0]
    q2 = quad(lambda k: np.cos(k)**2 / np.sqrt(np.cos(k)**2 + r * r),
              0, np.pi / 2)[0]
    assert abs(i0 - q0) < 1e-7 and abs(i2 - q2) < 1e-7
    # slope of the energy along the family of determinants
    d, V = 1e-5, 1.3
    up, dn_ = family(r + d, V), family(r - d, V)
    slope = (up[2] - dn_[2]) / (2 * d)
    dm = (up[0] - dn_[0]) / (2 * d)
    assert abs(slope - 2 * r * dm * (1 - V * (i0 - i2) / np.pi)) < 1e-7

# staggered start, long ring, weak coupling
L = 200
site = np.arange(L)
seed = np.diag(0.5 + 0.1 * (-1.0)**site)
seed[site, (site + 1) % L] = seed[(site + 1) % L, site] = 0.3
scf_e, scf_m, scf_gap = scf_ring(1.0, seed)
hf1 = solve_hf(1.0)
assert abs(scf_m - hf1["m"]) < 2e-5
assert abs(scf_e - hf1["e"]) < 1e-6
assert abs(scf_gap - 2 * hf1["Delta"]) < 1e-4

# random complex starts: no determinant of another kind lies lower
L = 30
runs = []
for _ in range(8):
    a = rng.normal(size=(L, L)) + 1j * rng.normal(size=(L, L))
    runs.append(scf_ring(2.0, 0.5 * np.eye(L) + 0.05 * (a + a.conj().T)))
free_e, free_m, _ = min(runs)
hf2 = solve_hf(2.0)
# tolerances: the 30-site ring differs from the infinite chain by exp(-L/xi)
assert abs(free_e - hf2["e"]) < 2e-4 and abs(free_m - hf2["m"]) < 2e-3

weak = solve_hf(0.3)
weak_formula = 8 / np.e * (1 + 0.3 / np.pi) * np.exp(-np.pi / 0.3)
assert abs(weak["Delta"] / weak_formula - 1) < 1e-4
for V in (0.2, 0.5, 1, 2, 4, 10):
    h = solve_hf(V)
    assert h["m"] > 0 and h["e"] < uniform_energy(V)


# ---------- exact: full spin ring ----------
def bits(states, L):
    return (states[:, None] >> np.arange(L)) & 1


def spin_ring(L, V):
    s = np.arange(1 << L)
    z = bits(s, L) - 0.5
    H = np.diag(V * (z * np.roll(z, -1, axis=1)).sum(axis=1))
    for i in range(L):
        j = (i + 1) % L
        move = s[z[:, i] != z[:, j]]
        H[move ^ ((1 << i) | (1 << j)), move] -= 1.0
    return H, z


# fermion ring built from anticommuting matrices against the spin ring
L, V = 6, 1.7
lower, sign, one = np.array([[0., 1], [0, 0]]), np.diag([1., -1]), np.eye(2)
c = []
for i in range(L):
    op = np.eye(1)
    for k in range(L):
        op = np.kron(op, sign if k < i else lower if k == i else one)
    c.append(op)
num = [a.T @ a for a in c]
unit = np.eye(1 << L)
Hf = np.zeros((1 << L, 1 << L))
for i in range(L):
    j = (i + 1) % L
    hop = c[i].T @ c[j]
    Hf += -(hop + hop.T) + V * (num[i] - unit / 2) @ (num[j] - unit / 2)
half_f = np.flatnonzero(np.isclose(np.diag(sum(num)), L / 2))
Hs, z = spin_ring(L, V)
half_s = np.flatnonzero(np.isclose(z.sum(axis=1), 0))
assert np.allclose(np.linalg.eigvalsh(Hf[np.ix_(half_f, half_f)]),
                   np.linalg.eigvalsh(Hs[np.ix_(half_s, half_s)]))

# bond fields h never lower the ground energy
L = 8
for V in (0.5, 2.0, 5.0):
    H, z = spin_ring(L, V)
    e0 = np.linalg.eigvalsh(H)[0]
    pair = z + np.roll(z, -1, axis=1)
    for scale in (0.05, 0.3, 1.0, 2.0):
        h = scale * rng.normal(size=L)
        shifted = H + np.diag(-V * pair @ h + V / 2 * (h @ h))
        assert np.linalg.eigvalsh(shifted)[0] >= e0 - 1e-10

# inequalities on the ten-site ring
L = 10
s = np.arange(1 << L)
neighbour, sample = {}, {}
for V in (1.0, 2.0, 3.0):
    H, z = spin_ring(L, V)
    E, vec = np.linalg.eigh(H)
    psi = vec[:, 0]
    M = z.sum(axis=1)
    for total in range(1, L // 2 + 1):
        block = np.flatnonzero(np.isclose(M, total))
        eM = np.linalg.eigvalsh(H[np.ix_(block, block)])[0]
        assert eM >= E[0] + 2 * V * total**2 / L - 1e-10
    zz = z.T @ (psi[:, None]**2 * z)
    xx = np.full((L, L), 0.25)
    for i in range(L):
        for j in range(L):
            if i != j:
                xx[i, j] = psi @ psi[s ^ ((1 << i) | (1 << j))] / 4
    neighbour[V] = (abs(zz[0, 1]), xx[0, 1])
    if V <= 2:
        assert np.all(np.abs(zz) <= xx + 1e-9)
    else:
        assert np.any(np.abs(zz) > xx + 1e-3)
    M2 = xx.mean()
    for k in range(1, L // 2):
        q = 2 * np.pi * k / L
        wave = np.exp(1j * q * np.arange(L))
        Zpsi = (z @ wave) * psi
        amp = np.abs(vec.T @ Zpsi)**2
        inverse_moment = np.sum(amp[1:] / (E[1:] - E[0]))
        assert inverse_moment <= L / (4 * V * (1 + np.cos(q))) + 1e-9
        Sz = np.vdot(Zpsi, Zpsi).real / L
        Sz_bound = 0.5 * np.sqrt(1 / V) * np.tan(q / 2)
        assert Sz <= Sz_bound + 1e-9
        G = (wave.conj() @ xx @ wave).real / L
        right = np.sqrt(Sz * G) + (G + Sz) / L
        assert M2 <= right + 1e-9
        if k == 1:
            sample[V] = (Sz, Sz_bound, G, M2, right)


# ---------- exact: larger systems at half filling ----------
def half_filled_ground(L, V, pinned=False):
    """Ring, or open chain between frozen neighbours of the ordered pattern."""
    s = np.arange(1 << L)
    s = s[bits(s, L).sum(axis=1) == L // 2]
    z = bits(s, L) - 0.5
    n_bonds = L - 1 if pinned else L
    diag = np.zeros(len(s))
    rows, cols = [], []
    for i in range(n_bonds):
        j = (i + 1) % L
        diag += V * z[:, i] * z[:, j]
        move = np.flatnonzero(z[:, i] != z[:, j])
        rows.append(np.searchsorted(s, s[move] ^ ((1 << i) | (1 << j))))
        cols.append(move)
    if pinned:
        diag += V / 2 * (z[:, -1] - z[:, 0])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    index = np.arange(len(s))
    data = np.concatenate([-np.ones(len(rows)), diag])
    H = coo_matrix((data, (np.concatenate([rows, index]),
                           np.concatenate([cols, index]))),
                   shape=(len(s), len(s))).tocsr()
    if len(s) < 1000:
        E, vec = np.linalg.eigh(H.toarray())
    else:
        E, vec = eigsh(H, k=1, which="SA", v0=np.ones(len(s)), tol=1e-10)
    return E[0], vec[:, 0]**2, z


sizes = (6, 10, 14, 18)
order2, energy = {}, {}
for V in (1.0, 2.0, 6.0):
    for L in sizes:
        e, weight, z = half_filled_ground(L, V)
        stag = z @ (-1.0)**np.arange(L)
        order2[V, L] = weight @ stag**2 / L**2
        energy[V, L] = e / L
for V in (1.0, 2.0):
    assert all(order2[V, a] > order2[V, b] for a, b in zip(sizes, sizes[1:]))
    assert order2[V, 18] < 0.6 * order2[V, 6]
assert order2[6.0, 18] > 0.8 * order2[6.0, 6]


def extrapolated(V):
    """Remove the 1/L^2 finite-size term with the two largest rings."""
    a, b = 14, 18
    return (b * b * energy[V, b] - a * a * energy[V, a]) / (b * b - a * a)


for V, h in ((1.0, hf1), (2.0, hf2)):
    assert extrapolated(V) < h["e"] < uniform_energy(V)


def exact_order(V):
    if V <= 2:
        return 0.0
    eta = np.arccosh(V / 2)
    return 0.5 * np.prod(np.tanh(eta * np.arange(1, 400))**2)


_, weight, z = half_filled_ground(18, 6.0, pinned=True)
pinned_m = weight @ (z[:, 8] - z[:, 9]) / 2
# tolerance: remaining influence of the frozen ends on the central sites
assert abs(pinned_m - exact_order(6.0)) < 3e-4

strong_V = 40.0
loss_hf = (0.5 - solve_hf(strong_V)["m"]) * strong_V**2
loss_exact = (0.5 - exact_order(strong_V)) * strong_V**2
assert abs(loss_hf - 2) < 0.03 and abs(loss_exact - 2) < 0.03

# ---------- printed numbers ----------
print("Energies in units of t; m and correlations are dimensionless")
print("V | HF m | exact m | HF gap 2Delta | HF hopping T")
for V in (0.5, 1.0, 2.0, 2.5, 4.0, 6.0):
    h = solve_hf(V)
    print(f"{V:.1f} | {h['m']:.5f} | {exact_order(V):.5f} | "
          f"{2 * h['Delta']:.5f} | {h['T']:.5f}")
print("exact m: 0 by proof for V<=2, product formula above")
for V, h in ((1.0, hf1), (2.0, hf2)):
    print(f"V={V:.0f}: r = {h['r']:.5f}, p = {h['p']:.5f}, "
          f"m^2 = {h['m']**2:.5f}")
    print(f"  uniform HF energy/site = {uniform_energy(V):.6f}")
    print(f"  ordered HF energy/site = {h['e']:.6f}")
    print(f"  gain by ordering/site = {uniform_energy(V) - h['e']:.6f}")
    print(f"  extrapolated exact-diag. energy/site = {extrapolated(V):.5f}")
    print(f"  missing in ordered HF/site = {h['e'] - extrapolated(V):.5f}")
print(f"SCF ring, 200 sites, V=1: m = {scf_m:.5f}, gap = {scf_gap:.5f}")
print(f"SCF random starts, 30 sites, V=2: m = {free_m:.4f}, "
      f"energy/site = {free_e:.5f}")
print(f"V=0.3: Delta = {weak['Delta']:.5e}, "
      f"weak-coupling formula = {weak_formula:.5e}")
print("Squared staggered order on rings: L | V=1 | V=2 | V=6")
for L in sizes:
    print(f"{L} | " + " | ".join(f"{order2[V, L]:.5f}"
                                 for V in (1.0, 2.0, 6.0)))
print("Ten-site ring, neighbours: V | abs<ZZ> | <XX>")
for V in (1.0, 2.0, 3.0):
    print(f"{V:.0f} | {neighbour[V][0]:.5f} | {neighbour[V][1]:.5f}")
print("Ten-site ring, q=2pi/10: V | S_z | its bound | G | M2 | M2 bound")
for V in (1.0, 2.0):
    print(f"{V:.0f} | " + " | ".join(f"{x:.5f}" for x in sample[V]))
print(f"V=6 pinned 18-site chain: central m = {pinned_m:.5f}")
print(f"V=40: (1/2-m)V^2/t^2, HF = {loss_hf:.4f}, exact = {loss_exact:.4f}")
print("every check passed")
```

Output:

```
Energies in units of t; m and correlations are dimensionless
V | HF m | exact m | HF gap 2Delta | HF hopping T
0.5 | 0.00637 | 0.00000 | 0.01274 | 1.15915
1.0 | 0.08403 | 0.00000 | 0.33614 | 1.31595
2.0 | 0.25656 | 0.00000 | 2.05252 | 1.57030
2.5 | 0.31183 | 0.12893 | 3.11829 | 1.65836
4.0 | 0.40324 | 0.36676 | 6.45185 | 1.81580
6.0 | 0.45102 | 0.44286 | 10.82441 | 1.90443
exact m: 0 by proof for V<=2, product formula above
V=1: r = 0.06386, p = 0.31595, m^2 = 0.00706
  uniform HF energy/site = -0.737941
  ordered HF energy/site = -0.738792
  gain by ordering/site = 0.000851
  extrapolated exact-diag. energy/site = -0.74997
  missing in ordered HF/site = 0.01118
V=2: r = 0.32677, p = 0.28515, m^2 = 0.06583
  uniform HF energy/site = -0.839262
  ordered HF energy/site = -0.864577
  gain by ordering/site = 0.025315
  extrapolated exact-diag. energy/site = -0.88625
  missing in ordered HF/site = 0.02167
SCF ring, 200 sites, V=1: m = 0.08404, gap = 0.33614
SCF random starts, 30 sites, V=2: m = 0.2565, energy/site = -0.86458
V=0.3: Delta = 9.13028e-05, weak-coupling formula = 9.13028e-05
Squared staggered order on rings: L | V=1 | V=2 | V=6
6 | 0.10513 | 0.12956 | 0.20713
10 | 0.06767 | 0.09271 | 0.20343
14 | 0.05010 | 0.07364 | 0.20277
18 | 0.03985 | 0.06171 | 0.20214
Ten-site ring, neighbours: V | abs<ZZ> | <XX>
1 | 0.12808 | 0.15893
2 | 0.15051 | 0.15051
3 | 0.17320 | 0.13634
Ten-site ring, q=2pi/10: V | S_z | its bound | G | M2 | M2 bound
1 | 0.07635 | 0.16246 | 0.34755 | 0.10726 | 0.20529
2 | 0.05838 | 0.11488 | 0.38012 | 0.09271 | 0.19282
V=6 pinned 18-site chain: central m = 0.44294
V=40: (1/2-m)V^2/t^2, HF = 1.9938, exact = 2.0013
every check passed
```
